# How One Bond Changes the Conductance of a Resistor-Network Channel

**Q.** You model a transistor channel as a mesh of resistors, and you want the effect of altering one of them from the voltage across that one alone. But altering one resistor generally shifts the potentials throughout the mesh. What are you assuming?

**A.** The network is connected and consists of positive two-terminal conductances $g_b$. One terminal is held at voltage $V$ and the other at $0$. Every bond $b$ has a chosen direction from node $p$ to node $q$, a voltage drop $v_b=u_p-u_q$ and a current $i_b=g_bv_b$. Here $u_n$ is the potential of node $n$. At each interior node the bond currents sum to zero. The current $I$ enters at the terminal held at $V$ and leaves at the other, and $G=I/V$. Primes denote the network after the change, with the terminal voltages kept the same.

The interior potentials do shift in general, so the shift has to be accounted for, not ignored.

**Q.** Then account for it. Power balance says $GV^2=\sum_b g_bv_b^2$. If I differentiate that, I get a term for the changed bond and a term for all the shifted voltages.

**A.** Yes:

$$V^2\,\delta G=\sum_b v_b^2\,\delta g_b+2\sum_b g_bv_b\,\delta v_b .$$

In the second sum, put $g_bv_b=i_b$ and $\delta v_b=\delta u_p-\delta u_q$, and collect the terms belonging to each node:

$$\sum_b i_b(\delta u_p-\delta u_q)=\sum_n \delta u_n\,J_n ,$$

where $J_n$ is the net current leaving node $n$ through its bonds. A bond pointing away from $n$ contributes $+i_b$ to $J_n$ and a bond pointing towards $n$ contributes $-i_b$, which is the correct sign in both cases. At interior nodes $J_n=0$. At the terminals $\delta u_n=0$, because their voltages are fixed. Every term vanishes. If only bond $b$ changes, what remains is

$$\boxed{\;\delta G=\delta g_b\left(\frac{v_b}{V}\right)^2\;}$$

to first order in $\delta g_b$. The voltages do move at first order, but the dissipated power is stationary against such movements, so they do not enter $\delta G$ at that order.

**Q.** Stationarity arguments make me uneasy. Can you get there without differentiating, so that I can see what is dropped?

**A.** Use the same regrouping with potentials from one state and currents from the other. For potentials $u'$ and currents $i$,

$$\sum_b v'_b i_b=\sum_n u'_nJ_n=V\cdot I+0\cdot(-I)=VI ,$$

since $J_n$ is $I$ at the first terminal, $-I$ at the second and zero elsewhere. Nothing here requires $u'$ and $i$ to belong to the same network. Inserting $i_b=g_bv_b$ gives

$$\sum_b g_bv_bv'_b=VI .$$

Exchanging the roles, with old potentials and new currents $i'_b=g'_bv'_b$, gives

$$\sum_b g'_bv_bv'_b=VI' .$$

Subtract the first from the second, write $\Delta g_b=g'_b-g_b$, and divide by $V^2$:

$$\Delta G=\sum_b\Delta g_b\,\frac{v_b}{V}\,\frac{v'_b}{V}.$$

This holds for changes of any size and in any number of bonds. For one bond, the square comes from a product of the drop before and the drop after. The first-order result replaces $v'_b$ by $v_b$, and that replacement is all that is dropped.

**Q.** How bad is that replacement? A trapped electron may nearly shut a bond.

**A.** The new drop can be found in closed form. In the changed network, bond $b$ carries $g_bv'_b+\Delta g_bv'_b$. Regard the second part as an external source that draws the current $\Delta g_bv'_b$ out of node $p$ and delivers it to node $q$, while the network itself keeps its old conductances. The difference $u'_n-u_n$ is then the response of the old network to this source alone, with both terminals at zero.

Let $r_b$ be the resistance measured between $p$ and $q$ with both terminals grounded and the old bond in place. Unit current put in at $p$ and taken out at $q$ produces the drop $+r_b$. Our source runs the other way, hence the minus sign in

$$v'_b-v_b=-r_b\,\Delta g_b\,v'_b ,\qquad\text{so}\qquad v'_b=\frac{v_b}{1+r_b\Delta g_b}.$$

Inserting this in the product formula for one bond gives

$$\Delta G=\frac{\Delta g_b\,(v_b/V)^2}{1+r_b\Delta g_b}.$$

Expanding the denominator shows that the first neglected term is $-r_b(\Delta g_b)^2(v_b/V)^2$. This proves the first-order statement again and gives its error.

**Q.** Could the denominator vanish when the bond is cut?

**A.** Not for a bond that carries current. Seen from $p$ and $q$, the bond lies in parallel with the rest of the network. If the rest has conductance $g_{\rm rest}$ between those nodes, with the terminals grounded, then

$$r_b=\frac1{g_b+g_{\rm rest}},\qquad g_br_b=\frac{g_b}{g_b+g_{\rm rest}}\le 1 .$$

Equality needs $g_{\rm rest}=0$: the bond is then the sole link to a part of the network that contains no terminal. Such a dead end carries no current, so $v_b=0$ and cutting it changes nothing. The other extreme, $g_br_b=0$, is a bond joining the two terminals directly. Its drop is fixed at $V$, and the first-order formula is then exact.

For a weakened bond, $\Delta g_b<0$ and the denominator is at most one. The first-order rule therefore never overstates the loss. The reason is physical: a weakened bond takes a larger share of the voltage, so each further reduction costs more.

**Q.** Show me a case I can check by hand.

**A.** Take two bonds in series, with $s=g_1+g_2$. Then $G=g_1g_2/s$ and $v_1/V=g_2/s$. Direct differentiation gives

$$\frac{\partial G}{\partial g_1}=\frac{g_2s-g_1g_2}{s^2}=\frac{g_2^2}{s^2}=\left(\frac{v_1}{V}\right)^2 .$$

For finite changes, grounding both terminals puts the two bonds in parallel between the middle node and ground, so $r_1=1/s$. Cutting bond 1 means $\Delta g_1=-g_1$, and the formula gives

$$\Delta G=-\frac{g_1g_2^2/s^2}{1-g_1/s}=-\frac{g_1g_2^2/s^2}{g_2/s}=-\frac{g_1g_2}{s}=-G ,$$

as it must. In the opposite limit, $\Delta g_1\to\infty$, it gives $\Delta G\to(g_2/s)^2s=g_2^2/s$. The total is $g_1g_2/s+g_2^2/s=g_2$, the value with bond 1 shorted.

A series pair has no alternative paths, so a bridge was tested too: two interior nodes, each joined to both terminals and to each other. With all five conductances left as symbols, the derivative of $G$ equals the squared fractional drop for every bond.

**Q.** An engineer measures relative current steps. What does the rule say about those?

**A.** Divide by $G$ and allow several small changes:

$$\frac{\delta I}{I}=\frac{\delta G}{G}=\sum_b w_b\frac{\delta g_b}{g_b},\qquad w_b=\frac{g_bv_b^2}{GV^2}=\frac{v_b}{V}\,\frac{i_b}{I}.$$

The weight $w_b$ is the bond's share of the dissipated power, and by power balance the weights sum to one. A bond matters when it has both a large voltage share and a large current share. A nearly closed bond may have the first without the second.

In terms of resistances $R=1/G$ and $\rho_b=1/g_b$, we have $\delta R=-\delta G/G^2$ and $\delta g_b=-\delta\rho_b/\rho_b^2$. Hence

$$\delta R=\frac{\delta\rho_b}{\rho_b^2}\frac{v_b^2}{G^2V^2}=\delta\rho_b\left(\frac{i_b}{I}\right)^2 .$$

**Q.** And variations of geometry, where no trap is involved?

**A.** A bond standing for a strip of width $W_b$ and length $\ell_b$ has $\delta g_b/g_b=\delta W_b/W_b-\delta\ell_b/\ell_b$, and the same weights apply. If the relative changes are small, independent, of zero mean and of equal standard deviation $\sigma_g$, the cross terms average to zero and

$$\mathrm{Var}\left(\frac{\delta G}{G}\right)=\sigma_g^2\sum_bw_b^2 .$$

In a uniform square mesh, 8 bonds long and 8 wide, the 64 longitudinal bonds each have $w_b=1/64$ and the transverse ones have zero. The relative standard deviation of $G$ is then $\sigma_g\sqrt{64}/64=\sigma_g/8$. Concentrating the power in fewer bonds raises the sum of squares and weakens the averaging.

**Q.** Where does the squared rule fail, apart from large changes?

**A.** It needs reciprocity. Collect the conductances in a nodal matrix $Y$, so that $Yu$ lists the currents fed into the nodes. I used the symmetry of $Y$ when I exchanged the two states. A controlled source removes that symmetry.

Then define a second solution $\tilde u$ with the same terminal voltages but with the transposed matrix $Y^T$. For $\tilde u$ with the changed network, $\tilde u^TY'u'=VI'$. For the old matrix, $\tilde u^TYu'=(Y^T\tilde u)^Tu'=V\tilde I$, where $\tilde I$ is the terminal current of the transposed network. Replacing $u'$ by $u$ in that last expression gives $V\tilde I$ again, while direct evaluation gives $\tilde u^TYu=VI$, so $\tilde I=I$. Subtracting,

$$V(I'-I)=\tilde u^T(Y'-Y)u'=\Delta g_b\,\tilde v_bv'_b ,\qquad \delta G=\delta g_b\frac{v_b\tilde v_b}{V^2}.$$

As a test, take the bridge with conductances 1 and 2 from the live terminal to nodes $a$ and $b$, 3 and 1 from $a$ and $b$ to ground, and 0.5 between $a$ and $b$. Add a source that draws $0.8\,u_b$ from $a$ and delivers it to ground. For the middle bond, the computed slope $\partial G/\partial g$ is 0.1096. The squared rule gives 0.1723 and the transposed form 0.1096.

**Q.** Now a transistor, with numbers.

**A.** Take a planar silicon n-channel device near threshold, treated as in weak inversion, at 300 K, 40 nm long and 40 nm wide, on a mesh of 5 nm bonds. The nominal sheet density is $10^{11}\ \mathrm{cm^{-2}}$ and the mobility $100\ \mathrm{cm^2/Vs}$. For a square cell, length and width cancel, so the nominal bond conductance is $en\mu=1.60\ \mathrm{\mu S}$.

A frozen random potential $\phi$, 30 mV rms with a 6 nm correlation length, multiplies each bond conductance by $e^{\phi/V_T}$, where $V_T=25.85$ mV. One realization of this potential is used throughout; 30 mV is the ensemble value, and over this channel the sample has a mean of $+8$ mV and a spread of 24 mV rms. It gives $G=1.93\ \mathrm{\mu S}$, or 9.63 nA at 5 mV between the terminals.

The bond with the largest power share lies near the middle of the channel. Its conductance is $1.75\ \mathrm{\mu S}$, close to nominal, so it is not singled out by being weak. It has 24.26 % of the voltage and 22.06 % of the current, hence $w=0.2426\times0.2206=0.0535$. The median share over all 113 bonds is 0.0038, but this includes the 49 transverse bonds, which carry little power here and none in a uniform channel. Over the 64 longitudinal bonds the median is 0.012, against $1/64=0.0156$ for a uniform channel.

**Q.** Does the rule hold there?

**A.** Weakening this bond by 1 % should lower $G$ by 0.05354 %. Solving the changed network gives 0.05380 %. Doubling the change multiplies the discrepancy by 4.02, as a quadratic remainder should. The slope rule was also tested on every bond, by changing each by $\pm0.01$ % and recomputing the terminal current. The largest error in $\partial\ln G/\partial\ln g_b$ was $1.4\times10^{-10}$.

**Q.** A trap is not a 1 % change.

**A.** No. Model the trapped electron as a point charge at the oxide interface, with carriers at depth $z=2$ nm, an oxide of thickness $t=2$ nm and one image charge in the gate. At lateral distance $x$ the barrier, in volts, is

$$U(x)=\frac{e}{4\pi\varepsilon_0\varepsilon}\left[\frac1{\sqrt{x^2+z^2}}-\frac1{\sqrt{x^2+(z+2t)^2}}\right],$$

with $\varepsilon=7.8$, the mean for silicon and its oxide. This is an estimate, not a solution of the layered electrostatics. It gives $U(0)=61.5$ mV; keeping the permittivities 11.7 and 3.9 separate gives 69.6 mV and a longer tail. Integrated over the plane, the one-image barrier gives $et/(7.8\,\varepsilon_0)$, only half of the layered value $et/(3.9\,\varepsilon_0)=e/C_{\rm ox}$. The depth is also a round value: a triangular-well estimate for a doping of $1$–$3\times10^{18}\ \mathrm{cm^{-3}}$ gives 1.2–1.6 nm, and $z=1.2$ nm would raise $U(0)$ to 118 mV, although the converged all-bond step found below would grow by only about one point. We continue with the simple form. Let this act on the one bond: its conductance is multiplied by $e^{-61.54/25.85}=0.0925$, so $\Delta g/g=-0.9075$. The first-order step is

$$-0.9075\times0.05354=-4.86\ \%.$$

With $g_br_b=0.4976$, the denominator is $1-0.9075\times0.4976=0.548$, and the finite step is $-4.86\ \%/0.548=-8.86\ \%$. Re-solving the network also gives $-8.86$ %. The drop across the bond rises from 24 % to 44 % of the total, which is why the first-order value falls short by nearly half.

The same trap on a central longitudinal bond of a uniform channel gives $-2.56$ %. Tried on each bond of the disordered channel in turn, it gives a median of $-0.69$ % over all bonds, or $-2.0$ % over the longitudinal bonds alone, and an extreme of $-8.86$ %, at the bond described. With the barrier held fixed and confined to one bond, the position of the trap in the current pattern sets the size of the step.

**Q.** Why should the electron's field respect the boundaries of one bond?

**A.** It does not, and this is the largest omission among those sized here. With $U(x)$ applied to all bonds, the step is $-19.0$ %; the first-order sum gives $-14.6$ %. The direction is certain: each further weakened bond can only lower $G$, by the sign of the finite formula. Halving the bond length, with the same potentials, changes $G$ by less than 0.1 % and the all-bond step to $-17.4$ %; finer meshes settle at $-17.5$ %. With the layered barrier the converged all-bond step is $-24.4$ % and the one-bond step $-9.3$ %. The dependence on position also weakens: on the 2.5 nm mesh the all-bond step is $-8.6$ % at the centre of a uniform channel and has a median of $-7$ to $-8$ % in the disordered one, depending on how close to the contacts and edges the positions are sampled. The extreme, about $-17.5$ %, is then 2 to 2.5 times the median, against 4.5 times for the one-bond trap on longitudinal bonds. With the layered barrier the step at the centre of a uniform channel is $-14$ %. The theorem is unaffected, but a single bond is a poor picture of this trap.

**Q.** What else would a real device do to these numbers?

**A.** Several effects can be sized separately, returning to the trap on one bond.

- **Degeneracy.** The peak density is $1.5\times10^{12}\ \mathrm{cm^{-2}}$, against a scale of $4.1\times10^{12}\ \mathrm{cm^{-2}}$ for the lowest subband. Fermi–Dirac filling lowers $G$ by 1.8 % and makes the step $-8.7$ %. Higher subbands, left out here, would make this correction smaller.
- **Tunnelling.** A parabolic barrier top multiplies the blocked bond's conductance by about 1.9, making the step $-7.5$ %. The barrier's energy quantum, 94 meV, exceeds its height, so the parabola is being stretched and this is only a scale.
- **Short paths.** The mean free path for backscattering is $\lambda\approx4$ nm, comparable with one bond, so Ohm's law on a single bond is marginal. For a uniform channel, $L/(L+\lambda)=0.905$ suggests a conductance about 10 % lower. In the disordered channel the ballistic flux is limited at the cross-section with the fewest carriers; adding that resistance in series gives a rough loss of 16 % and moves the all-bond step from $-17.5$ % to about $-20$ %.
- **Velocity saturation.** The largest bond field before trapping is 3.4 kV/cm. The drift speed there is 3 % of a rough saturation speed of $10^7$ cm/s. With the trap acting on all bonds the largest value on fine meshes rises to 5–6 kV/cm. These are gradients of the quasi-Fermi potential, which set the mean carrier speed; the built-in fields of $\phi$ and $U$ exceed 100 kV/cm and are nearly balanced by diffusion.
- **Few electrons.** The channel holds 3.4 electrons on average. The network describes a time-averaged current, not the noise of individual carriers.
- **Screening by the carriers.** A frozen $\phi$ requires a density well below $CV_T/e$, with $C$ the gate-to-channel capacitance per area. Here $CV_T/e\approx2\times10^{11}\ \mathrm{cm^{-2}}$, equal to the mean density and well below the peak, so the channel lies at the edge of weak inversion. For the trap acting on all bonds, a mean-field estimate reduces the step from $-17.5$ % to about $-15.5$ %, or to about $-14$ % if $\phi$ is screened as well.

**Q.** And a larger drain voltage? A transistor is not a linear resistor.

**A.** In weak inversion, with $\phi$ frozen, the local density falls as $e^{-u/V_T}$, where $u$ is now the electrons' quasi-Fermi potential expressed as a voltage. The current density is proportional to $e^{-u/V_T}\nabla u=\nabla F$, with $F=V_T(1-e^{-u/V_T})$. The bond currents are then linear in differences of $F$, and the theorem holds with drops of $F$ in place of drops of $u$. The total current is $I=G\,F(V)$. At 5 mV this is 0.909 times the ohmic value, about 8.8 nA. The relative step is unchanged, since $F(V)$ cancels.

This fails once the drain voltage alters $\phi$, or the carriers themselves do, as in strong inversion. At the densities of the example the carriers already do so in part.

**Q.** So how far does the example stand from an actual transistor?

**A.** The dimensions and oxide thickness are roughly those of a small planar silicon device, and the mobility is a plausible low value for a heavily doped channel. The 5 mV bias is far below an operating voltage, which is of order 1 V, and was chosen to stay near the ohmic limit. The random potential uses round values, and another realization would move the bottleneck and change its weight. The 9 % step belongs to the one-bond picture of the trap and is not a prediction for a real device. Of the assumptions sized here, confinement of the trap to one bond matters most: lifting it roughly doubles the step, to 17.5 % on a converged mesh with the one-image barrier. The layered barrier raises this to about 24 %, and in a mean-field estimate screening by the carriers lowers the one-image value by about 2–4 points and the layered value by about 3–5 points. The values for the one-image, unscreened model on the 5 and 2.5 nm meshes are in the numerical output below.

## Table of computed values

```
Controlled-source bridge, middle bond: slope 0.1096
  squared rule 0.1723, adjoint rule 0.1096
Temperature 300 K, thermal voltage 25.85 mV
Channel 40 x 40 nm, bond 5 nm, 113 bonds
Nominal density 1.0e+11 cm^-2, mobility 100 cm2/Vs
Random potential 30 mV rms, correlation 6 nm
Oxide 2 nm, carrier depth 2 nm, mean permittivity 7.8
Nominal bond conductance 1.602 uS
Channel conductance G 1.9253 uS
Drain bias 5 mV, current 9.626 nA
Sum of power shares 1.000000
Largest error of slope rule, all bonds 1.4e-10
Largest error of finite formula, all bonds 1.5e-14
Bottleneck bond at x 22.5 nm, y 17.5 nm
  its conductance 1.7508 uS
  fractional drop v/V 0.2426, squared 0.05887
  power share w 0.05354
  current share 0.2206
  g*r 0.4976
Median power share 0.00376, uniform 0.01562
Bond weakened 1 %: first order -0.05354 %, solved -0.05380 %
Remainder ratio, 2 % against 1 %: 4.020
Trap barrier 61.54 mV, bond factor 0.0925
  bond change -1.5888 uS
  drop v/V after trapping 0.4424
Trap step, first order -4.858 %
Trap step, finite formula -8.858 %
Trap step, network re-solved -8.858 %
  current step -0.8527 nA
Trap step, median over bonds -0.686 %
Trap step, largest over bonds -8.858 %
Trap step, uniform channel -2.562 %
Neglected effects:
  trap on all bonds: step -19.03 %, first order -14.60 %
  bond 2.5 nm: G 1.9260 uS, all-bond step -17.39 %
  degeneracy: peak density 1.47e+12 cm^-2, scale 4.10e+12 cm^-2
  degenerate G 1.8907 uS, step -8.716 %
  tunnelling: barrier quantum 94.4 meV, factor 1.89
  step with tunnelling -7.499 %
  finite-bias current factor 0.9092
  largest bond field 3351 V/cm, drift/saturation speed 0.0335
  mean free path 4.19 nm, L/(L+path) 0.905
  screening length 22.3 nm nominal, 20.4 nm at bottleneck
  mean number of electrons in channel 3.40
```
